# Keating's Elastic Constraint for Diamond-Structure Crystals

A cubic crystal has three independent elastic constants, $C_{11}$, $C_{12}$ and $C_{44}$. Keating's model of a tetrahedrally bonded crystal has two force constants. This problem finds the relation that the model imposes on the elastic constants and the conditions behind it. It then uses the model's elastic constants to estimate the stress in a strained, ion-damaged layer.

The crystal has the diamond structure, with cubic edge $A$. Let $a=A/4$, so that the bond length is $d=\sqrt3\,a$. The energy is a sum over bonds and over pairs of bonds that meet at an atom:

$$E=\frac{3}{8d^2}\left[\alpha\sum_{\rm bonds}(\mathbf r\cdot\mathbf r-d^2)^2+\beta\sum_{\rm angles}\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}{3}\right)^2\right].$$

Here $\mathbf r_i$ and $\mathbf r_j$ point from the common atom to its neighbours, and $\alpha,\beta>0$. The first term resists bond stretching. The second resists bending, although its dot product also depends on bond lengths. The atoms are classical and at rest, and strains are small. There are no Coulomb forces.

## (a) How do the dot products change under strain?

Apply a uniform symmetric strain $\eta$ and let the two sublattices shift relative to each other by $\mathbf u$. Find the change of each dot product to first order, and explain why first order is enough.

**Solution.** From an atom of the first sublattice, the four bonds are $a\mathbf s_i$, with

$$\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),$$
$$\mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).$$

Each has $\mathbf s_i\cdot\mathbf s_i=3$, and two different ones have $\mathbf s_i\cdot\mathbf s_j=-1$. The unstrained dot products are therefore $3a^2=d^2$ and $-a^2=-d^2/3$. Every bracket in $E$ vanishes in the unstrained crystal, which is free of stress. The energy is a sum of squares of these brackets, so its second-order part needs only their first-order changes.

After deformation, $\mathbf r_i=a(1+\eta)\mathbf s_i+\mathbf u$. Multiplying out and keeping first-order terms gives

$$D_{ij}=2a^2\,\mathbf s_i\cdot\eta\,\mathbf s_j+a\,\mathbf u\cdot(\mathbf s_i+\mathbf s_j).$$

The factor 2 arises because $\eta$ acts on either bond and is symmetric. From an atom of the second sublattice the bonds are $-\mathbf r_i$. Both signs cancel in the dot product, so the same $D_{ij}$ apply there.

One common shift $\mathbf u$ is sufficient. The second-order energy is a sum of squares and hence convex. Averaging any periodic pattern of internal displacements over the lattice translations cannot raise it, and the average is the same in every primitive cell. A rigid translation costs nothing, which leaves $\mathbf u$.

## (b) What is the elastic energy density before relaxation?

Separate the effects of axial strain, shear strain and internal shift.

**Solution.** Define

$$T=\eta_{xx}+\eta_{yy}+\eta_{zz},\quad \boldsymbol\tau=(\eta_{yz},\eta_{zx},\eta_{xy}),\quad \mathbf w=2a\boldsymbol\tau.$$

For each $\mathbf s_i$, the squares of the components are 1 and the product of all three is 1. Thus $s_ys_z=s_x$, and cyclically. It follows that $\mathbf s_i\cdot\eta\,\mathbf s_i=T+2\boldsymbol\tau\cdot\mathbf s_i$, and

$$D_{ii}=2a^2T+2a\,\mathbf s_i\cdot(\mathbf u+\mathbf w).$$

The four vectors add to zero, which removes the cross term from the sum of squares. They also satisfy $\sum_i(\mathbf s_i\cdot\mathbf v)^2=4|\mathbf v|^2$ for any $\mathbf v$. Hence

$$\sum_iD_{ii}^2=16a^4T^2+16a^2|\mathbf u+\mathbf w|^2.$$

For the angles, start with bonds 1 and 2, for which $\mathbf s_1+\mathbf s_2=(2,0,0)$:

$$\mathbf s_1\cdot\eta\,\mathbf s_2=\eta_{xx}-\eta_{yy}-\eta_{zz}-2\eta_{yz}.$$

With $P_x=\eta_{xx}-\eta_{yy}-\eta_{zz}=2\eta_{xx}-T$,

$$D_{12}=2a^2P_x+2a(u_x-w_x).$$

For bonds 3 and 4, the sum is $(-2,0,0)$ and the shear term has the opposite sign:

$$D_{34}=2a^2P_x-2a(u_x-w_x).$$

The cross terms cancel in $D_{12}^2+D_{34}^2=8a^4P_x^2+8a^2(u_x-w_x)^2$. A cyclic exchange of the axes keeps $\mathbf s_1$ and turns $\mathbf s_2$ into $\mathbf s_3$ and $\mathbf s_3$ into $\mathbf s_4$. It supplies the other two pairs of angles. With $P_k=2\eta_{kk}-T$,

$$\sum_{i<j}D_{ij}^2=8a^4\sum_kP_k^2+8a^2|\mathbf u-\mathbf w|^2.$$

The primitive cell has volume $A^3/4=16a^3$, four bonds, and six angles at each of two atoms. Since $3/(8d^2)=1/(8a^2)$, the energy density is

$$W=\frac{1}{128a^5}\left[\alpha\sum_iD_{ii}^2+2\beta\sum_{i<j}D_{ij}^2\right].$$

Insertion of the sums gives

$$W=\frac{1}{8a^3}\left[\alpha\left(a^2T^2+|\mathbf u+\mathbf w|^2\right)+\beta\left(a^2\sum_kP_k^2+|\mathbf u-\mathbf w|^2\right)\right].$$

Stretching favours $\mathbf u=-\mathbf w$, which preserves bond lengths to first order under pure shear. Bending favours $\mathbf u=+\mathbf w$. Shear thus sets the two terms against each other, while axial strain does not drive $\mathbf u$.

## (c) What are the three elastic constants?

Let the internal shift relax, and compare with the elastic energy of a cubic crystal.

**Solution.** Setting the derivative with respect to $\mathbf u$ to zero gives

$$\alpha(\mathbf u+\mathbf w)+\beta(\mathbf u-\mathbf w)=0,$$
$$\mathbf u=-\zeta\mathbf w,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}.$$

Then $\mathbf u+\mathbf w=2\beta\mathbf w/(\alpha+\beta)$ and $\mathbf u-\mathbf w=-2\alpha\mathbf w/(\alpha+\beta)$. The shear terms add to

$$\frac{4\alpha\beta^2+4\beta\alpha^2}{(\alpha+\beta)^2}|\mathbf w|^2=\frac{4\alpha\beta}{\alpha+\beta}|\mathbf w|^2.$$

This has the form of two springs in series: the softer one limits the stiffness. For the axial part,

$$\sum_kP_k^2=4\sum_k\eta_{kk}^2-4T^2+3T^2=4\sum_k\eta_{kk}^2-T^2.$$

With $|\mathbf w|^2=4a^2|\boldsymbol\tau|^2$, the relaxed density is

$$W=\frac{1}{8a}\left[(\alpha-\beta)T^2+4\beta\sum_k\eta_{kk}^2+\frac{16\alpha\beta}{\alpha+\beta}|\boldsymbol\tau|^2\right].$$

The cubic elastic energy is

$$W=\tfrac12C_{11}\sum_k\eta_{kk}^2+C_{12}\sum_{k<l}\eta_{kk}\eta_{ll}+2C_{44}|\boldsymbol\tau|^2.$$

The last coefficient is 2 because an engineering shear is twice a tensor shear, and $\frac12C_{44}(2\eta_{yz})^2=2C_{44}\eta_{yz}^2$. Since $T^2=\sum_k\eta_{kk}^2+2\sum_{k<l}\eta_{kk}\eta_{ll}$, comparison gives $\frac12C_{11}=(\alpha+3\beta)/(8a)$ and $C_{12}=2(\alpha-\beta)/(8a)$. With $a=A/4$,

$$C_{11}=\frac{\alpha+3\beta}{A},\quad C_{12}=\frac{\alpha-\beta}{A},\quad C_{44}=\frac{4\alpha\beta}{A(\alpha+\beta)}.$$

## (d) Which relation no longer contains the force constants?

Eliminate $\alpha$ and $\beta$. Then examine rigid bonds and elastic isotropy.

**Solution.** The first two constants can be inverted:

$$\beta=\frac A4(C_{11}-C_{12}),\qquad \alpha=\frac A4(C_{11}+3C_{12}).$$

Their sum is $\alpha+\beta=A(C_{11}+C_{12})/2$. Therefore

$$C_{44}=\frac{4}{A}\,\frac{A^2(C_{11}-C_{12})(C_{11}+3C_{12})/16}{A(C_{11}+C_{12})/2}.$$

All powers of $A$ cancel, and

$$\boxed{2C_{44}(C_{11}+C_{12})=(C_{11}-C_{12})(C_{11}+3C_{12}).}$$

Thus $C_{11}$ and $C_{12}$ together predict $C_{44}$. Agreement supports the model's description of long-wavelength elasticity but does not prove that the forces have this form.

For rigid bonds, $\alpha/\beta\to\infty$, we find $\zeta\to1$ and $C_{44}\to4\beta/A$. The internal shift then preserves bond lengths under shear, and bending alone supplies the stiffness.

Elastic isotropy requires $2C_{44}=C_{11}-C_{12}$. Inserting this in the constraint and dividing by $C_{11}-C_{12}=4\beta/A>0$ leaves $C_{11}+C_{12}=C_{11}+3C_{12}$, so $C_{12}=0$. This is the case $\alpha=\beta$. An isotropic amorphous network with nonzero $C_{12}$ therefore cannot obey the constraint, even if Keating's energy describes its bonds. The derivation used the repeated tetrahedra of the crystal, which such a network lacks.

## (e) Which changes to the model preserve the constraint?

Consider frozen sublattices, different bending constants on the two sublattices, and springs between second neighbours.

**Solution.** If $\mathbf u$ is held at zero, the shear terms in (b) become $(\alpha+\beta)|\mathbf w|^2$. Hence $C_{44}^{\rm frozen}=(\alpha+\beta)/A$, while $C_{11}$ and $C_{12}$ are unchanged. The left side of the constraint divided by the right side becomes

$$R_{\rm frozen}=\frac{(\alpha+\beta)^2}{4\alpha\beta}=1+\frac{(\alpha-\beta)^2}{4\alpha\beta}.$$

It exceeds one unless $\alpha=\beta$. Internal relaxation is thus part of the result.

If the bending constants are $\beta_1$ and $\beta_2$, the equality of $D_{ij}$ on both sublattices replaces $2\beta$ in (b) by $\beta_1+\beta_2$. The results hold with $\beta=(\beta_1+\beta_2)/2$, and the constraint survives.

Now add a harmonic spring $k$, unstretched at equilibrium, between second neighbours at distance $L=A/\sqrt2$. These neighbours lie on the same sublattice, so $\mathbf u$ does not stretch the springs. There are 12 springs per primitive cell, two along each of the six face-diagonal directions. Three strains determine their contributions:

- For $\eta_{xx}$ alone, eight springs stretch by $L\eta_{xx}/2$. The energy density is $2k\eta_{xx}^2/A$, so $\Delta C_{11}=4k/A$.
- For equal axial strains $\eta$, all 12 stretch by $L\eta$. The density is $12k\eta^2/A=\frac32(\Delta C_{11}+2\Delta C_{12})\eta^2$, so $\Delta C_{12}=2k/A$.
- For $\eta_{yz}$ alone, four springs change length by $\pm L\eta_{yz}$. The density is $4k\eta_{yz}^2/A$, so $\Delta C_{44}=2k/A$.

These additions do not in general preserve the constraint; a numerical case follows in (g).

## (f) Does any stretching term plus any angle term suffice?

Replace the bending bracket by $d^2(\cos\theta_{ij}+1/3)$, which depends on the angle alone, and keep its prefactor.

**Solution.** The cosine is the dot product divided by both bond lengths. Its first-order change, with the unstrained dot product $-d^2/3$, gives

$$d^2\,\delta\cos\theta_{ij}=D_{ij}+\frac{D_{ii}+D_{jj}}6.$$

For bonds 1 and 2, the added term is $\frac23a^2T+\frac23a(u_x+w_x)$. The total is

$$2a^2\left(P_x+\frac T3\right)+2a\left(\frac43u_x-\frac23w_x\right).$$

For bonds 3 and 4, the second term changes sign, so the sums proceed as before. The axial bending sum becomes

$$\sum_k\left(2\eta_{kk}-\frac{2T}{3}\right)^2=4\sum_k\eta_{kk}^2-\frac43T^2.$$

Comparison with cubic elasticity now gives

$$C_{11}=\frac{\alpha+8\beta/3}{A},\qquad C_{12}=\frac{\alpha-4\beta/3}{A}.$$

For shear, put $\mathbf v=\mathbf u+\mathbf w$. The quantity to minimize is

$$\alpha|\mathbf v|^2+\frac{16\beta}{9}\left|\mathbf v-\frac32\mathbf w\right|^2.$$

Two quadratic terms with stiffnesses $p$ and $q$, whose minima lie a distance $l$ apart, have the minimum sum $pql^2/(p+q)$. Here this is $4\alpha\beta|\mathbf w|^2/(\alpha+16\beta/9)$, so

$$C_{44}=\frac{4\alpha\beta}{A(\alpha+16\beta/9)}.$$

The ratio of the two sides of Keating's constraint is

$$R_{\rm angle}=\frac{\alpha(\alpha+2\beta/3)}{(\alpha+16\beta/9)(\alpha-\beta/3)}.$$

For small $\beta/\alpha$ it is $1-7\beta/(9\alpha)$ to first order. The constraint therefore belongs to Keating's dot-product terms, not to every model with one stretching and one bending constant. For small $\beta/\alpha$, the first-order drop in the ratio comes from shear: $\alpha+16\beta/9$ replaces $\alpha+\beta$ in the denominator of $C_{44}$. The models also differ in uniform compression, which changes Keating's dot products but leaves all angles unchanged.

## (g) What does the constraint give for diamond?

Use the rough values $\alpha=130$ N/m, $\beta=85$ N/m and $A=0.36$ nm. Compare the result with the rough size of diamond's measured constants.

**Solution.** Since $1\ \mathrm{(N/m)/nm}=1$ GPa,

$$C_{11}=\frac{130+255}{0.36}=1069\ \mathrm{GPa},\qquad C_{12}=\frac{45}{0.36}=125\ \mathrm{GPa}.$$

The constraint predicts

$$C_{44}=\frac{(944.4)(1444.4)}{2(1194.4)}=571\ \mathrm{GPa}.$$

Numerical second derivatives of the energy of an explicit crystal, with relaxed sublattices, also give 571 GPa. A separate test takes the constants from the speeds of long sound waves along [100] and [110]. It gives 1.00000 for the ratio of the two sides.

The internal shift has $\zeta=45/215=0.209$. In this model $\zeta=2C_{12}/(C_{11}+C_{12})$, so any fit to diamond's elastic constants gives about 0.21, whereas X-ray measurements give roughly 0.13. Meeting the constraint does not mean that the internal relaxation is described correctly. Frozen sublattices would raise $C_{44}$ to 597 GPa and the ratio to 1.046. The pure-angle model with the same $\alpha$ and $\beta$ gives 0.849. A trial second-neighbour spring of 5 N/m raises $C_{11}$ by 56 GPa and the other two constants by 28 GPa each, yet the ratio falls only to 0.994. A ratio near one can thus hide appreciable changes in the constants themselves.

The measured constants of diamond are roughly 1100, 130 and 580 GPa, in the order $C_{11}$, $C_{12}$, $C_{44}$. They give a ratio of 0.99. Changing these rough values by up to 50, 5 and 5 GPa, respectively, gives ratios from 0.94 to 1.04. At this precision diamond is consistent with the constraint. The force constants were chosen to suit diamond, so the closeness of the individual constants is not an independent prediction.

## (h) What stress builds up in an ion-damaged layer?

A damaged but still crystalline (001) layer would swell by 0.5% in each direction if free, a rough assumed value. A thick substrate holds its in-plane dimensions fixed. Find the stress and stored energy, using the constants of undamaged diamond, and size the neglected effects.

**Solution.** Relative to its free swollen state, the layer has in-plane elastic strain $-s$, with $s=0.005$. Its surface is free, so the normal stress vanishes:

$$C_{11}\eta_{zz}-2C_{12}s=0,\qquad \eta_{zz}=\frac{2C_{12}}{C_{11}}s=0.117\%.$$

The in-plane stress is

$$\sigma=-(C_{11}+C_{12})s+C_{12}\eta_{zz}=-Ms,$$
$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=1165\ \mathrm{GPa}.$$

Thus $\sigma=-5.8$ GPa, a compression. Both in-plane directions do work, so the energy density is $Ms^2$. For the volume $A^3/8$ of one atom, this is about 1.1 meV per atom. It is the energy of the uniform misfit strain and excludes the energy of the defects.

**Finite strain and bond anharmonicity.** For axial strain with $\mathbf u=0$, Keating's energy is quadratic in $\eta_{kk}+\eta_{kk}^2/2$. The in-plane strain thus enters as $-s(1-s/2)$, and the energy changes by the factor $(1-s/2)^2$, or $-0.50\%$. Real bonds are also anharmonic. Every bond here has strain $(\eta_{xx}+\eta_{yy}+\eta_{zz})/3=-0.294\%$. A Morse bond has the energy $V=V_0(1-e^{-b\delta})^2$ for a stretch $\delta$. Its stiffness relative to $\delta=0$ is $2e^{-2b\delta}-e^{-b\delta}$. With the rough value $b=18$ nm$^{-1}$, compression raises this stiffness by 2.5%. This is the change for one bond at the final strain, not the change in the layer's stress. With these Morse bonds, unchanged bending terms and a free surface, the calculated stress at $s=0.005$ exceeds $Ms$ in magnitude by 0.05% per unstrained area and by 0.44% per strained area. This is a property of the model. Published third-order elastic constants of diamond give a larger excess, roughly 1 to 2.5%. Matching the initial stiffness $3\alpha$ requires $V_0=3\alpha/(2b^2)=3.76$ eV.

**Temperature.** Take these Morse bonds with unchanged bending terms, and treat the vibrations as harmonic at each strain. The free energy is then the static energy plus, for each vibration of frequency $\omega$,

$$\frac{\hbar\omega}{2}+k_BT_{\rm K}\ln\left(1-e^{-\hbar\omega/k_BT_{\rm K}}\right),$$

where $T_{\rm K}$ is the temperature. The frequencies are recalculated for each strain, and the crystal size is relaxed at zero pressure. The constants and the constraint ratio become:

| $T_{\rm K}$ (K) | $C_{11}$ (GPa) | $C_{12}$ (GPa) | $C_{44}$ (GPa) | Ratio |
|---:|---:|---:|---:|---:|
| 300 | 1064 | 120 | 568 | 1.001 |
| 1300 | 1053 | 112 | 562 | 1.002 |

These values include zero-point motion. At 1300 K, $C_{12}$ is 10.6% below its static value, while $C_{11}$ and $C_{44}$ are each 1.6% below theirs. The difference $C_{11}-C_{12}$ changes by less than 0.5%, so most of the softening resembles a smaller effective $\alpha$. A change of $\alpha$ alone would preserve the constraint, in line with the small departure of the ratio from one. For the same elastic strain, the model's constants at 1300 K lower $M$, and hence the stress, by about 2% from the static values. This need not be the size of the effect in real diamond. Between 300 and 1300 K the model crystal lengthens by only 0.10%, roughly a third of diamond's measured expansion, so the model may underestimate the thermal softening. Its vibrations are also too stiff. For the static crystal the optical mode at zero wave vector has $\omega^2=8(\alpha+\beta)/m$, with $m$ the atomic mass. This gives about 1560 cm$^{-1}$, against diamond's measured Raman line at 1332 cm$^{-1}$.

**Real implanted layers.** The estimate assumes that damage leaves the elastic constants unchanged, which need not hold. Implantation creates vacancies and interstitials, and in diamond heavy damage can also change the bonding towards that of graphite. This model does not predict the resulting softening. At fixed swelling and with an intact bond to the substrate, the stress is proportional to $M$: a 20% reduction of $M$ would lower its magnitude from 5.8 to 4.7 GPa. Plastic flow or separation from the substrate would relax the elastic strain, and annealing of the damage could reduce the swelling. Once the layer is amorphous, the crystal constraint should not be used to infer a missing elastic constant.

## Table of computed values

```
Rough model parameters for diamond
alpha = 130 N/m
beta = 85 N/m
cubic edge A = 0.36 nm
bond length d = 0.1559 nm
Elastic constants from the explicit crystal
C11 = 1069.4 GPa
C12 = 125.0 GPa
C44 relaxed = 571.1 GPa
C44 predicted from C11 and C12 = 571.1 GPa
left side = 1.36420e+06 GPa^2
right side = 1.36420e+06 GPa^2
left/right = 1.000000 (no unit)
left/right from sound = 1.00000 (no unit)
internal strain zeta = 0.2093 (no unit)
2 C44/(C11-C12) = 1.2093 (no unit)
When the conditions are changed
C44 frozen sublattices = 597.2 GPa
left/right frozen = 1.0458 (no unit)
left/right pure angle = 0.8491 (no unit)
trial second-neighbour spring = 5.0 N/m
left/right with it = 0.9942 (no unit)
C11 with it = 1125.0 GPa
C12 with it = 152.8 GPa
C44 with it = 598.8 GPa
Rough measured sizes, rounded inputs
C11 = 1100 +/- 50 GPa
C12 = 130 +/- 5 GPa
C44 = 580 +/- 5 GPa
left/right = 0.99 (no unit)
rounding range = 0.94 to 1.04
Damaged crystalline (001) layer
rough free linear swelling = 0.50 %
biaxial modulus = 1165.2 GPa
in-plane stress = -5.83 GPa
elastic out-of-plane strain = 0.117 %
stored energy = 1.060 meV/atom
finite-strain energy change = -0.50 %
elastic bond strain = -0.294 %
Morse bond stiffness change = 2.50 %
Zero-point and thermal motion with Morse bonds
rough inverse width = 18 1/nm
bond well depth = 3.76 eV
300 K: linear growth from static = 0.195 %
300 K: C11 = 1063.9 GPa, change -0.5 %
300 K: C12 = 119.7 GPa, change -4.2 %
300 K: C44 = 568.1 GPa, change -0.5 %
300 K: left/right = 1.0009 (no unit)
1300 K: linear growth from static = 0.295 %
1300 K: C11 = 1052.8 GPa, change -1.6 %
1300 K: C12 = 111.8 GPa, change -10.6 %
1300 K: C44 = 562.2 GPa, change -1.6 %
1300 K: left/right = 1.0024 (no unit)
```
